\section*{The Breit gauge term as a double commutator with r12, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the operator identity}

\subsection{A case that can be seen through: two distant electrons}

Let electron 1 be bound near the point $\mathbf D$ and electron 2 near the origin, with $D=|\mathbf D|$ much larger than the size of either bound state. Write $\mathbf r_1=\mathbf D+\mathbf x$ and $\mathbf r_2=\mathbf y$. Hartree atomic units are used throughout, so the electron mass, the elementary charge and $\hbar$ are 1, and $c$ is the inverse fine-structure constant. Each electron has a Dirac Hamiltonian
\begin{equation}
h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V(\mathbf r),\qquad \mathbf p=-i\nabla ,
\label{eq:h}
\end{equation}
where $\alpha_x,\alpha_y,\alpha_z,\beta$ are the Hermitian $4\times4$ Dirac matrices and $V$ is that electron's own binding potential. Electron 1 passes from orbital $c$ to orbital $a$, and electron 2 from $d$ to $b$. The orbital $c$ and the speed of light share a letter; the orbital appears as a label or inside a bracket. Let $a$ be orthogonal to $c$ and $b$ to $d$.

A coordinate commutes with $\beta$, with $V$ and with the matrices $\alpha_j$, but not with $\mathbf p$. Since $[p_j,x_i]=-i\delta_{ij}$,
\begin{equation}
[h,x_i]=c\,\alpha_j[p_j,x_i]=-ic\,\alpha_i .
\label{eq:velocity}
\end{equation}
Repeated Cartesian indices are summed. Take this equation between $a$ and $c$. On the left, $h$ acts on its eigenfunctions and gives $(\varepsilon_a-\varepsilon_c)\langle a|x_i|c\rangle$. Division by $-ic$, with $1/(-i)=i$, yields
\begin{equation}
\langle a|\alpha_i|c\rangle=\frac{i}{c}(\varepsilon_a-\varepsilon_c)\langle a|x_i|c\rangle .
\label{eq:alphax}
\end{equation}
The matrix $c\boldsymbol\alpha$ is the velocity, and a transition velocity is an energy difference times a transition coordinate.

The gauge term of the Breit interaction, defined in full below, is
\begin{equation}
G=\tfrac12\alpha_{1i}\alpha_{2j}T_{ij},\qquad
T_{ij}=\frac{\delta_{ij}}{r_{12}}-\frac{R_iR_j}{r_{12}^3},
\label{eq:GT}
\end{equation}
with $\mathbf R=\mathbf r_1-\mathbf r_2$ and $r_{12}=|\mathbf R|$. To leading order in the size of the bound states over $D$, the tensor may be taken at $\mathbf R=\mathbf D$. Two uses of Eq.~\eqref{eq:alphax} then give
\begin{equation}
\langle ab|G|cd\rangle\approx
-\frac{(\varepsilon_a-\varepsilon_c)(\varepsilon_b-\varepsilon_d)}{2c^2}\,
T_{ij}(\mathbf D)\langle a|x_i|c\rangle\langle b|y_j|d\rangle ,
\label{eq:far1}
\end{equation}
where the minus sign is $i^2$.

Now expand the distance $r_{12}=|\mathbf D+\mathbf x-\mathbf y|$. Its second derivatives are $T_{ij}$, as shown below, so
\begin{equation}
r_{12}=D+\frac{D_i}{D}(x_i-y_i)+\tfrac12T_{ij}(\mathbf D)(x_i-y_i)(x_j-y_j)+\dots
\end{equation}
A term without $\mathbf x$ contains the factor $\langle a|c\rangle=0$, and one without $\mathbf y$ contains $\langle b|d\rangle=0$. The mixed part of the quadratic term is $\tfrac12T_{ij}(-x_iy_j-y_ix_j)=-T_{ij}x_iy_j$, because $T_{ij}$ is symmetric. Hence
\begin{equation}
\langle ab|r_{12}|cd\rangle\approx-T_{ij}(\mathbf D)\langle a|x_i|c\rangle\langle b|y_j|d\rangle .
\end{equation}
Comparison with Eq.~\eqref{eq:far1} gives
\begin{equation}
\langle ab|G|cd\rangle\approx
\frac{(\varepsilon_a-\varepsilon_c)(\varepsilon_b-\varepsilon_d)}{2c^2}\,\langle ab|r_{12}|cd\rangle .
\label{eq:far2}
\end{equation}
The two energy differences come from two velocities, one for each electron. The large distance served to make $T_{ij}$ constant. The rest of this half removes that restriction by replacing the coordinates in Eq.~\eqref{eq:velocity} with the function $r_{12}$ itself.

\subsection{The Breit operator and its two parts}

The starting point is the interaction of two electrons by exchange of one transverse photon, with the photon frequency set to zero. In Coulomb gauge it is the Breit operator
\begin{equation}
B=-\frac{1}{2}\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}
+\frac{(\boldsymbol\alpha_1\cdot\mathbf R)(\boldsymbol\alpha_2\cdot\mathbf R)}{r_{12}^3}\right].
\label{eq:B}
\end{equation}
The subscript on $\boldsymbol\alpha$ tells whose spinor index the matrix acts on. Matrices with different subscripts therefore commute. No factor $1/c^2$ appears in $B$, because $\boldsymbol\alpha$ is already the velocity divided by $c$.

Splitting $-\tfrac12$ into $-1+\tfrac12$ in the first term gives
\begin{equation}
B=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}+G,\qquad
G=\frac12\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}
-\frac{(\boldsymbol\alpha_1\cdot\mathbf R)(\boldsymbol\alpha_2\cdot\mathbf R)}{r_{12}^3}\right].
\label{eq:G}
\end{equation}
The first part is the Gaunt operator; $G$ is the gauge term, and it agrees with Eq.~\eqref{eq:GT}.

The geometry is plain when $\mathbf R$ points along $z$. Then $(\boldsymbol\alpha_1\cdot\mathbf R)(\boldsymbol\alpha_2\cdot\mathbf R)=r_{12}^2\,\alpha_{1z}\alpha_{2z}$, and
\begin{align}
G&=\frac{\alpha_{1x}\alpha_{2x}+\alpha_{1y}\alpha_{2y}}{2r_{12}},\\
B&=-\frac{\alpha_{1x}\alpha_{2x}+\alpha_{1y}\alpha_{2y}}{2r_{12}}-\frac{\alpha_{1z}\alpha_{2z}}{r_{12}} .
\end{align}
The gauge term halves the coupling of the velocity components perpendicular to the line between the electrons and leaves the coupling along that line as it is in the Gaunt operator.

\subsection{The tensor is a second derivative}

Let $\partial_i$ be the derivative with respect to $R_i$. From $r_{12}^2=R_kR_k$ we have $2r_{12}\,\partial_ir_{12}=2R_i$, so
\begin{equation}
\partial_ir_{12}=\frac{R_i}{r_{12}} .
\label{eq:grad}
\end{equation}
The product rule, with $\partial_jR_i=\delta_{ij}$ and $\partial_j r_{12}^{-1}=-r_{12}^{-2}R_j/r_{12}$, then gives
\begin{equation}
\partial_i\partial_jr_{12}=\frac{\delta_{ij}}{r_{12}}-\frac{R_iR_j}{r_{12}^3}=T_{ij}.
\label{eq:T}
\end{equation}
The gauge term is therefore
\begin{equation}
G=\tfrac12\,\alpha_{1i}\alpha_{2j}\,\partial_i\partial_jr_{12}.
\label{eq:Gdd}
\end{equation}

Equation~\eqref{eq:T} was found for $\mathbf R\neq0$. Second derivatives of a function with a singular point can hide a delta function there, as those of $1/r_{12}$ do, so the point $\mathbf R=0$ has to be examined. Let $\varphi(\mathbf R)$ be smooth and zero at large distance. The derivative in the sense of integrals is defined by moving both derivatives on to $\varphi$. Cut out a sphere of radius $\epsilon$ about $\mathbf R=0$ and let $n_i=R_i/r_{12}$. The normal that points out of the remaining region is $-n_i$, so a first partial integration gives
\begin{equation}
\int_{r_{12}>\epsilon}r_{12}\,\partial_i\partial_j\varphi\,d^3R
=-\oint n_i\,r_{12}\,\partial_j\varphi\,dS-\int_{r_{12}>\epsilon}\frac{R_i}{r_{12}}\,\partial_j\varphi\,d^3R .
\end{equation}
The surface integral is of order $\epsilon\cdot\epsilon^2$ and vanishes with $\epsilon$. A second partial integration gives
\begin{equation}
-\int_{r_{12}>\epsilon}\frac{R_i}{r_{12}}\,\partial_j\varphi\,d^3R
=\oint n_jn_i\,\varphi\,dS+\int_{r_{12}>\epsilon}T_{ij}\,\varphi\,d^3R .
\end{equation}
Here the surface integral is of order $\epsilon^2$ and also vanishes. What remains is the ordinary integral of $T_{ij}\varphi$, which converges because $T_{ij}$ grows like $1/r_{12}$ while the volume element supplies $r_{12}^2$. No delta function is present. For $1/r_{12}$ the corresponding surface term has an integrand of order $1/\epsilon^2$ on an area of order $\epsilon^2$, and it survives.

\subsection{Why the extra term belongs to the gauge}

The trace of Eq.~\eqref{eq:T} is
\begin{equation}
\nabla_R^2r_{12}=\frac{3}{r_{12}}-\frac{1}{r_{12}}=\frac{2}{r_{12}} .
\label{eq:lap}
\end{equation}
Write $B=-\alpha_{1i}\alpha_{2j}D_{ij}$ with
\begin{equation}
D_{ij}=\frac{\delta_{ij}}{r_{12}}-\tfrac12\partial_i\partial_jr_{12}.
\end{equation}
Its divergence is
\begin{equation}
\partial_iD_{ij}=\partial_j\frac1{r_{12}}-\tfrac12\partial_j\nabla_R^2r_{12}
=\partial_j\frac1{r_{12}}-\partial_j\frac1{r_{12}}=0 .
\end{equation}
The vector potential that one electron produces at the place of the other is thus free of divergence, which is the Coulomb gauge condition. The Gaunt part alone has the divergence $\partial_j(1/r_{12})\neq0$. The term with $\partial_i\partial_jr_{12}$ repairs this. It is a gradient with respect to the position of either electron, as a change of gauge must be.

\subsection{Derivatives with respect to the electrons}

The Hamiltonians contain $\nabla_1$ and $\nabla_2$, not derivatives with respect to $\mathbf R$. Because $\mathbf R=\mathbf r_1-\mathbf r_2$, a function of $\mathbf R$ obeys
\begin{equation}
\nabla_1=\nabla_R,\qquad \nabla_2=-\nabla_R .
\end{equation}
One of the two derivatives in Eq.~\eqref{eq:Gdd} changes sign when it is assigned to electron 2:
\begin{equation}
G=-\tfrac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\,r_{12}.
\label{eq:G12}
\end{equation}
In this formula the derivatives act on $r_{12}$ and not on the wavefunction to its right.

\subsection{The first commutator}

Let $h_1$ and $h_2$ be the Hamiltonian \eqref{eq:h} for electrons 1 and 2, and let $\Psi(\mathbf r_1,\mathbf r_2)$ be any smooth two-electron spinor function. The terms of $[h_2,r_{12}]$ are taken in turn.

The term $\beta_2c^2$ is a constant matrix and $r_{12}$ is a number at each point, so they commute. The potential $V(\mathbf r_2)$ is assumed to be local, which means that it multiplies $\Psi$ by its value at $\mathbf r_2$. Two multiplications can be exchanged, so this commutator vanishes too. The kinetic term gives
\begin{align}
[c\,\boldsymbol\alpha_2\cdot\mathbf p_2,\,r_{12}]\Psi
&=-ic\,\alpha_{2j}\left[\partial_{2j}(r_{12}\Psi)-r_{12}\,\partial_{2j}\Psi\right]\notag\\
&=-ic\,\alpha_{2j}(\partial_{2j}r_{12})\Psi .
\end{align}
The terms in which $\Psi$ is differentiated have cancelled. Therefore
\begin{equation}
[h_2,r_{12}]=-ic\,\boldsymbol\alpha_2\cdot(\nabla_2r_{12})=ic\,\frac{\boldsymbol\alpha_2\cdot\mathbf R}{r_{12}},
\label{eq:first}
\end{equation}
where the last form uses $\nabla_2r_{12}=-\mathbf R/r_{12}$. This is $-i$ times the rate at which the motion of electron 2 changes the distance. It is a bounded matrix function and contains no derivative operator.

That property depends on the Dirac kinetic energy being linear in $\mathbf p$. With the Schr\"odinger kinetic energy $p^2/2$ the commutator would be $-\tfrac12\nabla_2^2r_{12}-(\nabla_2r_{12})\cdot\nabla_2$, which still differentiates the wavefunction.

\subsection{The second commutator}

Now commute $h_1$ with the function in Eq.~\eqref{eq:first}. The matrices $\beta_1$ and $\alpha_{1i}$ act on the spinor index of electron 1 and $\alpha_{2j}$ on that of electron 2, so they commute. The potential $V(\mathbf r_1)$ is again a multiplication. The derivative in $\mathbf p_1$ remains:
\begin{align}
[h_1,[h_2,r_{12}]]
&=-ic\,\alpha_{1i}\,\partial_{1i}\left(-ic\,\alpha_{2j}\,\partial_{2j}r_{12}\right)\notag\\
&=(-ic)^2\,\alpha_{1i}\alpha_{2j}\,\partial_{1i}\partial_{2j}r_{12}\notag\\
&=-c^2(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\,r_{12}.
\label{eq:second}
\end{align}
As before, the derivatives act on $r_{12}$ alone. By Eq.~\eqref{eq:G12} the last line is $2c^2G$, and so
\begin{equation}
G=\frac{1}{2c^2}\,[h_1,[h_2,r_{12}]].
\label{eq:identity}
\end{equation}

Two minus signs meet here. One is $(-i)^2$ from the two momenta. The other comes from $\nabla_2=-\nabla_R$. Their product gives the positive coefficient.

The order of the commutators does not matter. Since $[h_1,h_2]=0$, the Jacobi identity reduces to
\begin{equation}
[h_1,[h_2,r_{12}]]=[h_2,[h_1,r_{12}]] .
\end{equation}

Equation~\eqref{eq:identity} is a statement about operators, and no eigenfunction has been used. The potential may have any shape, and it may differ between the two electrons, as it did for the distant pair. It cancels when the double commutator is evaluated, so the same $G$ results from free-electron Hamiltonians. The reason to keep $V$ is that the orbitals at hand are eigenfunctions of $h$ with $V$ included. The numerical check tests the identity by differentiating a 16-component trial function in a potential without spherical symmetry.

\section{Second half: matrix elements and their use}

\subsection{Results carried over}

The one-electron Hamiltonian is $h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V$ with a local potential $V$, in Hartree atomic units. With $\mathbf R=\mathbf r_1-\mathbf r_2$ and $r_{12}=|\mathbf R|$, the Breit operator is the Gaunt operator $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$ plus the gauge term
\begin{equation}
G=\frac12\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}
-\frac{(\boldsymbol\alpha_1\cdot\mathbf R)(\boldsymbol\alpha_2\cdot\mathbf R)}{r_{12}^3}\right]
=\frac1{2c^2}[h_1,[h_2,r_{12}]].
\label{eq:start}
\end{equation}
The inner commutator is the bounded function $ic\,\boldsymbol\alpha_2\cdot\mathbf R/r_{12}$. Also $\nabla_R^2r_{12}=2/r_{12}$. Matrix elements are
\begin{equation}
\langle ab|O|cd\rangle=\int\!\!\int a^\dagger(1)\,b^\dagger(2)\,O\,c(1)\,d(2)\,d^3r_1d^3r_2 .
\end{equation}

For local potentials, the gauge term of the Breit operator has been shown to equal the double commutator $[h_1,[h_2,r_{12}]]/(2c^2)$ exactly, at any distance between the electrons. It remains to take this identity between bound orbitals, to test the resulting formula on numerical examples, and to see what changes when the potential is not local.
